Facet lengths of a growing crystal with {10} and {11} facets

**Problem**

A convex planar crystal is bounded by eight straight facets. Four belong to the family {10}, with outward normals along ±x and ±y. The other four belong to {11}, with normals along the diagonals, so that neighbouring normals differ by 45°. Every {10} facet advances along its own normal at a constant speed v₁ > 0, and every {11} facet at a constant speed v₂ > 0. No other orientation appears.

(a) At what rate does the length L₁₁ of a {11} facet change while all eight facets survive?

(b) For which speeds do all eight survive indefinitely?

(c) Apply the answers to v₁ = 20 nm/min and v₂ = 24 nm/min. At the start the {10} facets lie at h₁ = 500 nm from the centre and the {11} facets at h₂ = 620 nm. Growth lasts 20 min.

**A tempting solution, which is wrong**

Take the {11} facet with normal (1, 1)/√2. It meets the facet with normal (1, 0) at a corner P, and the facet with normal (0, 1) at a corner Q. Each corner belongs to two moving facets, so it seems natural to add their velocities:

V_P = v₁(1, 0) + v₂(1, 1)/√2

V_Q = v₁(0, 1) + v₂(1, 1)/√2

The facet runs from P to Q along the unit vector t = (−1, 1)/√2. Its length changes at the rate at which Q moves away from P along t. The terms in v₂ cancel in the difference:

(V_Q − V_P)·t = v₁(−1, 1)·(−1, 1)/√2 = √2 v₁

This says that a {11} facet always lengthens, at a rate that does not depend on its own speed.

**Where it fails**

A corner must stay on both facet lines. A line with unit normal n and speed v keeps a point on it only if the component of the point's velocity along n equals v. The corner P therefore has to satisfy two conditions:

V_P·(1, 0) = v₁

V_P·(1, 1)/√2 = v₂

The vector sum gives instead

V_P·(1, 0) = v₁ + v₂/√2

V_P·(1, 1)/√2 = v₁/√2 + v₂

Both components are too large, and the proposed corner leaves both lines. The error is to treat v₁ and v₂ as independent contributions to the velocity, when they are prescribed projections of it. Adding the normal velocities is correct if the two normals are perpendicular, because neither then has a component along the other. That is the case at the corner of a square, but not at a 45° change of normal.

**Solution of (a)**

Put the origin at a fixed point inside the crystal. The three facets that matter lie on the lines

x = a

y = b

x + y = √2 c

Here a, b and c are the perpendicular distances from the origin. The factor √2 in the last line comes from the unit normal: (x + y)/√2 = c. The distances a and b need not be equal.

The corner P lies on the first and third lines, and Q on the second and third:

P = (a, √2 c − a)

Q = (√2 c − b, b)

Subtracting the coordinates gives

Q − P = (√2 c − a − b, a + b − √2 c) = (a + b − √2 c)(−1, 1)

The vector (−1, 1) has length √2. The facet exists when the bracket is positive, and then

L₁₁ = √2(a + b − √2 c) = √2(a + b) − 2c

The distances grow as da/dt = db/dt = v₁ and dc/dt = v₂. Differentiation gives

dL₁₁/dt = √2(v₁ + v₁) − 2v₂

**dL₁₁/dt = 2(√2 v₁ − v₂)**

The initial distances have dropped out. All four {11} facets therefore change length at the same rate even if the starting octagon is irregular, provided that the speeds are equal within each family.

The two terms have separate meanings. If the {11} facet stood still, the advance of its two neighbours would uncover more of its line and lengthen it at 2√2 v₁. If the neighbours stood still, the facet's own advance would carry it into the narrowing corner between them and shorten it at 2v₂. The wrong solution contains no such shortening, and it also has half the correct lengthening term.

The velocity of P follows by differentiating its coordinates:

V_P = (v₁, √2 v₂ − v₁)

Its component along (1, 0) is v₁. Its component along (1, 1)/√2 is (v₁ + √2 v₂ − v₁)/√2 = v₂. Both conditions on the corner are satisfied.

**Solution of (b)**

Survival also depends on the {10} facets. The facet on x = a lies between x + y = √2 c and x − y = √2 c′, where c′ is the distance of the other neighbouring {11} facet. On x = a these lines are met at y = √2 c − a and y = a − √2 c′. Hence

L₁₀ = (√2 c − a) − (a − √2 c′) = √2(c + c′) − 2a

dL₁₀/dt = 2(√2 v₂ − v₁)

All eight lengths are positive at the start and change linearly. They stay positive for all later times if and only if neither rate is negative:

v₁/√2 ≤ v₂ ≤ √2 v₁

At the upper limit the {11} facets keep a constant length while the {10} facets grow. At the lower limit the roles are reversed. Both rates cannot be negative together, since v₂ > √2 v₁ and v₁ > √2 v₂ would require v₂ > 2v₂.

If v₂ > √2 v₁, a {11} facet of initial length L₁₁(0) vanishes after the time

t = L₁₁(0)/[2(v₂ − √2 v₁)]

The two {10} facets then meet at the corner (a, b). The distance of this corner along the diagonal is (a + b)/√2, which grows at √2 v₁. The line of the lost facet moves faster than this, stays outside the crystal and does not return.

If v₂ < v₁/√2, a {10} facet vanishes after L₁₀(0)/[2(v₁ − √2 v₂)]. Its two {11} neighbours then meet at x = (c + c′)/√2, which advances at √2 v₂. This is slower than v₁, so the lost {10} line also stays outside. The faster facets are the ones that disappear, but being faster is not sufficient: the speed ratio must exceed √2.

The assumption that no other orientation appears can be stated as a condition on speeds. Consider a possible facet at P whose normal (cos φ, sin φ) lies between those of its neighbours, 0 < φ < 45°. It cuts off the corner if its speed v(φ) is smaller than the component of V_P along its normal. It stays absent if

v(φ) ≥ v₁ cos φ + (√2 v₂ − v₁) sin φ

with the mirror-image condition at the other corners. If an orientation with a speed below this threshold can form, the octagon gains facets and the two length laws no longer apply, because the neighbours have changed.

**Solution of (c)**

The survival range for v₁ = 20 nm/min runs from 14.14 to 28.28 nm/min, and v₂ = 24 nm/min lies inside it. With a = b = h₁ and c = c′ = h₂, the starting lengths are

L₁₁(0) = 2(√2 × 500 − 620) = 174.2 nm

L₁₀(0) = 2(√2 × 620 − 500) = 753.6 nm

The rates are

dL₁₁/dt = 2(√2 × 20 − 24) = 8.57 nm/min

dL₁₀/dt = 2(√2 × 24 − 20) = 27.88 nm/min

After 20 min the facet distances are 900 and 1100 nm, and the lengths are

L₁₁ = 174.2 + 20 × 8.57 = 345.6 nm

L₁₀ = 753.6 + 20 × 27.88 ≈ 1311 nm

The wrong formula would give a {11} rate of √2 × 20 = 28.28 nm/min, more than three times too large. The correct rates were also tested by constructing the crystal as the region inside eight moving lines and measuring its sides. This gave 8.569 and 27.882 nm/min, in agreement with the formulas.

The {11} facets are faster here and still lengthen. Their share of the outline also grows: L₁₁/L₁₀ rises from 0.231 to 0.264. To see where this leads, write r and s for the rates of L₁₁ and L₁₀. Then

L₁₁/L₁₀ = [L₁₁(0) + rt]/[L₁₀(0) + st]

The derivative of this ratio has the sign of rL₁₀(0) − sL₁₁(0), which does not change with time. When all eight facets survive, with r ≥ 0 and s > 0, the ratio therefore moves steadily towards

r/s = (√2 v₁ − v₂)/(√2 v₂ − v₁) = 0.307

The limit depends on the speeds and not on the starting shape. After 20 min the crystal is still some way from it.

Two other values of v₂ show the loss of each family, with v₁ and the starting shape held fixed. For v₂ = 32 nm/min, the {11} rate is −7.43 nm/min, and these facets vanish after 174.2/7.43 = 23.4 min, leaving a square with {10} sides. For v₂ = 12 nm/min, the {10} rate is −6.06 nm/min. The {10} facets vanish after 753.6/6.06 = 124.4 min, leaving a square with {11} sides.

**Comparison with a silicon pillar**

The model can describe a horizontal section of a tall silicon pillar with vertical {100} and {110} sidewalls, which correspond to {10} and {11}. The fourfold axis is vertical. Speeds of tens of nm/min are a rough scale for deposition from silane near 1000 K; the values used here are chosen, not measured. That includes the order v₂ > v₁: which of the two silicon facets is faster depends on the growth conditions, and the ratio must be taken from measurements for the process at hand. One assumption open to doubt is that each speed is independent of facet length. Adatoms crossing an edge break it. If the facets differ only in their supply of adatoms and each stays flat, a rough exchange length of 10 nm raises dL₁₁/dt by about 7 % of its value at the starting size. The size of this correction depends directly on that uncertain length, which is set by the spacing of steps or islands and may be much larger than 10 nm on silicon at this temperature. The same model gives about 21 % for 30 nm and about 59 % for 100 nm, so the 7 % is an illustration and not a bound.

**How the corrections are estimated**

For adatom exchange, let the local growth rate v(s) along the perimeter obey v − λ²v″ = v_supply, where λ is the exchange length and v_supply equals v₁ or v₂ on the respective facet. Near an edge between long facets, v departs from its own-facet value by a term proportional to exp(−s/λ), where s is the distance from the edge. Continuity of v and of its slope puts the edge value midway between the two speeds. The integrated change at one edge is then λ(v_neighbour − v_own)/2. Two edges, averaged over a facet of length L, give

δv = λ(v_neighbour − v_own)/L

For λ = 10 nm and the starting lengths, this is

δv₁ = 10 × 4/753.6 = +0.053 nm/min

δv₂ = −10 × 4/174.2 = −0.230 nm/min

The length law turns these shifts into 2(√2 × 0.053 + 0.230) = +0.61 nm/min, which is the 7 % quoted above. This treats each facet as flat and advancing at its mean rate. The local equation alone does not keep it flat: the edge value is 22 nm/min, so the edge of a {11} facet would lag about 40 nm behind its middle after 20 min. The estimate therefore applies only if some further process levels the facet as it grows. It also assumes that the facets differ in how fast they gain adatoms from the gas, and not in how readily they incorporate them. If instead the supply is equal, some adatoms desorb, and the facets differ in incorporation, adatoms flow towards the faster facet and the correction has the opposite sign. The estimate requires λ ≪ L. When λ is comparable with L₁₁, constant facet speeds are no longer a sound starting point.

Capillarity is smaller here. If one facet advances by δ with the others fixed, its own length falls by 2δ and each neighbour gains √2 δ, so the perimeter grows by 2(√2 − 1)δ. For equal surface energies γ and atomic volume Ω, the energy cost per added atom is

μ = 2(√2 − 1)γΩ/L

With rough values γ = 1.5 J/m² and Ω = 0.020 nm³, μ is 0.89 meV on the starting {11} facet and 0.21 meV on the {10} facet, against kT = 86.2 meV. If the growth rate is proportional to the excess of the vapour concentration over its equilibrium value, the relative rate shift is −μ/(kT S), where S is that excess divided by the equilibrium value. For S = 10, a deliberately low value, dL₁₁/dt changes by +0.4 %. Silane at 0.1 Torr and 1000 K with little hydrogen present is much further from equilibrium, and the shift is then far smaller.

Relative errors in the speeds are amplified, because the result is a difference of similar terms. An increase of 1 % in v₂ alone lowers dL₁₁/dt by 0.48 nm/min, or 5.6 %. A temperature rise of 1 K acts differently if both speeds share the same activation energy. For a rough 2 eV, both speeds and both length rates rise by about 2 %, while the limiting shape is unchanged.

Depletion of the gas close to the pillar should be slight, although over a whole wafer it also depends on gas transport and can matter at high total pressure. At a rough silane pressure of 0.1 Torr, growth at v₂ uses about one in 10⁴ of the arriving molecules, and an isolated convex pillar does not shadow itself.

The top of the pillar sets a geometric limit. A {111} facet, on a plane at distance d from the origin, satisfies x + y + z = √3 d. It meets the {110} sidewall x + y = √2 h₂ at the height z = √3 d − √2 h₂. If the {111} speed is v₃, this edge moves vertically at √3 v₃ − √2 v₂. For a rough v₃ = 10 nm/min the velocity is −16.6 nm/min. A {111} facet that starts at the top edge thus reaches roughly 330 nm below the original top in 20 min, and, if {111} is the only inclined family that moves down, the planar result applies to sections deeper than that but well above the foot of the pillar. An unmasked (001) floor around the pillar also grows at v₁, so it rises by 400 nm in the same time and buries the lowest sections. A {101} facet, equivalent to {110}, meets the {100} sidewall at an edge that moves upwards at √2 v₂ − v₁ = 13.9 nm/min, so it does not invade the section. Other inclined families need the same check with their own speeds, and steeper ones can reach further down. The lowest point of a (311) facet with speed v₄ lies on the vertical edge through P and moves at √11 v₄ − (2v₁ + √2 v₂). For v₄ = 15 nm/min this is −24.2 nm/min, or about 480 nm in 20 min, deeper than the {111} facet.

The numerical output below lists the values used here.

Values computed for the example and the checks

```
speed v1 of {10}: 20.0 nm/min
speed v2 of {11}: 24.0 nm/min
survival range of v2: 14.14 to 28.28 nm/min
initial distances h1, h2: 500, 620 nm
growth time: 20 min
final distances h1, h2: 900, 1100 nm
initial L10, L11: 753.6, 174.2 nm
final L10, L11: 1311.3, 345.6 nm
dL11/dt from half-planes: 8.569 nm/min
dL11/dt from formula: 8.569 nm/min
dL10/dt from half-planes: 27.882 nm/min
dL10/dt from formula: 27.882 nm/min
L11/L10 initial: 0.231 (no unit)
L11/L10 final: 0.264 (no unit)
L11/L10 long-time limit: 0.307 (no unit)
fast case v2: 32.0 nm/min
fast case dL11/dt: -7.431 nm/min
fast case {11} lost at: 23.4 min
slow case v2: 12.0 nm/min
slow case dL10/dt: -6.059 nm/min
slow case {10} lost at: 124.4 min
exchange length (rough): 10 nm
exchange shift of v1: +0.053 nm/min
exchange shift of v2: -0.230 nm/min
exchange change of dL11/dt: +0.609 nm/min
exchange relative change: +7.1 %
temperature (rough): 1000 K
surface energy (rough): 1.5 J/m2
atomic volume (rough): 0.020 nm3
supersaturation (rough): 10 (no unit)
thermal energy kT: 86.2 meV
capillary energy on {10}: 0.206 meV
capillary energy on {11}: 0.890 meV
capillary change of dL11/dt: +0.0361 nm/min
capillary relative change: +0.42 %
activation energy (rough): 2.0 eV
rate change for +1 K: +2.35 %
dL11/dt change for +1 % in v2: -0.480 nm/min
relative change for +1 % in v2: -5.6 %
silane pressure (rough): 0.1 Torr
fraction of arriving silane used: 1.0e-04 (no unit)
speed of {111} (rough): 10.0 nm/min
{111} lower edge velocity: -16.62 nm/min
{111} lower edge after growth: -332 nm from old top
{101} lower edge velocity: +13.94 nm/min
```
